# Peak Temperature of Thermally Stimulated Current from One Trap Without Retrapping

**Q.** You warm a diode with filled traps, and the current rises and then falls. Why should the temperature of the maximum say anything about the trap? It could reflect how many traps were filled, or where the heating began.

**A.** Let one electron level have filled density \(n_t\), initially \(N_t\), and let each filled trap emit at the rate \(e(T)\). If no emitted electron is recaptured,

\[
\frac{dn_t}{dt}=-e(T)\,n_t .
\]

The heating is linear, \(T=T_0+\beta t\) with constant \(\beta>0\), so \(dt=dT/\beta\) and

\[
\frac{d\ln n_t}{dT}=-\frac{e(T)}{\beta},\qquad
n_t(T)=N_t\exp\!\left[-\frac1\beta\int_{T_0}^{T}e(T')\,dT'\right].
\]

The equation is linear in \(n_t\). Changing \(N_t\) rescales the whole curve, and changing \(T_0\) multiplies the later part by a constant. Neither moves a maximum of \(e\,n_t\), provided heating starts below it.

**Q.** You still need \(e(T)\). Why not a constant attempt frequency times a Boltzmann factor?

**A.** Because emission is tied to capture, and capture depends on the band. In equilibrium the two balance:

\[
e\,n_t=\sigma\langle v\rangle n\,p_t .
\]

Here \(p_t\) is the density of empty traps, \(\sigma\) the capture cross section, \(\langle v\rangle\) the mean thermal speed and \(n\) the free-electron density. For a non-degenerate band \(n=N_c e^{-(E_c-E_F)/kT}\). With the trap's degeneracy factor absorbed in \(\sigma\), \(p_t/n_t=e^{(E_t-E_F)/kT}\). The Fermi level cancels in the product:

\[
e=\sigma\langle v\rangle N_c\,e^{-E/kT},\qquad E=E_c-E_t .
\]

For silicon take six equivalent valleys, each replaced by a sphere of density-of-states mass \(m_d\). Then

\[
N_c=12\left(\frac{2\pi m_dkT}{h^2}\right)^{3/2},\qquad
\langle v\rangle=\left(\frac{8kT}{\pi m_d}\right)^{1/2}.
\]

The numerical factors combine as \((2\pi)^{3/2}(8/\pi)^{1/2}=8\pi\), and the powers of temperature as \(T^{3/2}T^{1/2}=T^2\). Hence

\[
e(T)=AT^2e^{-E/kT},\qquad A=\frac{96\pi\,\sigma m_dk^2}{h^3}.
\]

In the formulas for \(N_c\), \(\langle v\rangle\) and \(A\), \(k\) is in J/K; where \(kT\) is compared with an energy in eV, \(k\) is in eV/K.

**Q.** That assumes a constant cross section and a constant trap depth.

**A.** Two departures keep the form. If \(\sigma=\sigma_\infty e^{-E_b/kT}\), the barrier \(E_b\) adds to \(E\). If the depth is \(E-\alpha T\), the constant \(e^{\alpha/k}\) joins the prefactor. So \(E\) is the activation energy of \(e/T^2\), and \(\sigma\) is an apparent cross section. A power law \(\sigma\propto T^{-p}\) does change the form: the exponent 2 in \(e(T)\) becomes \(2-p\), and the peak condition derived below changes with it.

**Q.** An ammeter does not read \(e\,n_t\). What connects the two?

**A.** Consider a Schottky diode on n-type material, with the metal at \(x=0\) and the depletion edge at \(x=W\). The field vanishes at \(W\), so its magnitude at \(x\) is \(\varepsilon^{-1}\int_x^W\rho\,dx'\), where \(\rho\) is the space charge and \(\varepsilon\) the permittivity. Integrating once more gives the voltage drop

\[
V=\frac1\varepsilon\int_0^W x\,\rho(x)\,dx .
\]

An electron emitted at \(x\) and swept out leaves an extra charge \(+q\) there. At fixed \(V\) the edge must move so that \(qx+W\,\delta Q_W=0\), where \(\delta Q_W\) is the charge change at the edge. Thus \(\delta Q_W=-qx/W\), and the total semiconductor charge grows by \(q(1-x/W)\). The metal receives the opposite charge through the external circuit.

For a uniformly filled layer from \(x_1\) to \(x_2\) and diode area \(S\),

\[
I=qSG\,e\,n_t,\qquad
G=\int_{x_1}^{x_2}\!\left(1-\frac xW\right)dx=(x_2-x_1)-\frac{x_2^2-x_1^2}{2W}.
\]

A layer filled from \(0\) to \(W\) has \(G=W/2\): on average, each emission contributes half an electron charge. If \(N_t\) is much smaller than the donor density \(N_D\), then \(W\), and with it \(G\), is nearly constant.

**Q.** Then differentiate. I want to see what the quadratic factor contributes.

**A.** With constant \(G\),

\[
\ln I=\text{const}+2\ln T-\frac{E}{kT}+\ln n_t,
\]

\[
\frac{d\ln I}{dT}=\frac2T+\frac{E}{kT^2}-\frac{e(T)}\beta .
\]

The first term comes from \(T^2\), the second from the Boltzmann factor, the third from the loss of trapped electrons. Setting the sum to zero at \(T_m\) and multiplying by \(\beta kT_m^2\) gives

\[
\boxed{\;\beta\,(E+2kT_m)=A\,k\,T_m^4\,e^{-E/kT_m}\;}
\]

Two powers of temperature on the right come from \(e\) and two from the multiplication. With \(x_m=E/kT_m\), the same condition reads

\[
e(T_m)=\frac{\beta\,(x_m+2)}{T_m}.
\]

**Q.** A zero derivative could be a minimum, and there could be several.

**A.** For \(E\ge0\), the sum \(2/T+E/kT^2\) falls with temperature while \(e(T)\) rises. The derivative of \(\ln I\) therefore decreases strictly and crosses zero at most once, from positive to negative. That is a maximum. Since \(e\) grows without limit in this model, the crossing exists above \(T_0\) if and only if the derivative starts positive:

\[
e(T_0)<\beta\left(\frac{2}{T_0}+\frac{E}{kT_0^2}\right).
\]

Otherwise the current falls from the start, and its largest value is no trap peak.

**Q.** Is the extra \(2kT_m\) worth keeping? Traps are usually many \(kT\) deep.

**A.** Its weight relative to \(E\) is \(2/x_m\). For \(x_m\gg1\) the condition approaches \(e(T_m)=\beta E/kT_m^2\). In the opposite limit, \(E\to0\), it becomes \(AT_m^3=2\beta\): the peak then comes from the growth of the prefactor alone, and a constant prefactor would give none.

An intermediate case has \(E=0.05\) eV, \(A=1.3\times10^{-3}\ \mathrm{s^{-1}K^{-2}}\) and \(\beta=0.5\) K/s. This \(A\) is chosen for the mathematics, not for a real centre. Solving the condition by bracketed root finding gives \(T_m=99.9\) K, hence \(x_m=5.8\), and \(2kT_m\) is 34% of \(E\).

**Q.** Give me a deep level in a real material, with its numbers.

**A.** Take an acceptor in n-type silicon in the regime of the phosphorus–vacancy pair. Rough values are \(E=0.45\) eV and \(\sigma=10^{-14}\ \mathrm{cm^2}\). Valley masses of \(0.92\) and twice \(0.19\) electron masses give \(m_d=(0.92\times0.19^2)^{1/3}=0.321\) electron masses, and so

\[
A=5.79\times10^7\ \mathrm{s^{-1}K^{-2}} .
\]

For \(\beta=0.5\) K/s the root is \(T_m=171.1\) K. There \(kT_m=14.75\) meV and \(x_m=450/14.75=30.5\). The emission rate is

\[
e(T_m)=\frac{0.5\times32.5}{171.1}=0.095\ \mathrm{s^{-1}} .
\]

Direct numerical integration of the rate equation from 100 K also puts the current maximum at 171.1 K.

**Q.** How much charge is left at the peak? I would guess \(1/e\).

**A.** It is slightly more. Substitute \(u=E/kT'\), so that \(dT'=-(E/k)u^{-2}du\). With the lower limit extended to zero temperature,

\[
\int_0^T e\,dT'=A\left(\frac Ek\right)^3J(x),\qquad
J(x)=\int_x^\infty u^{-4}e^{-u}du,\quad x=\frac E{kT}.
\]

Since \(E/k=xT\), this is \(AT^3x^3J(x)\). The peak condition gives \(AT_m^3/\beta=(x_m+2)e^{x_m}\), and therefore

\[
\frac{n_t(T_m)}{N_t}=\exp\!\left[-(x_m+2)\,e^{x_m}x_m^3J(x_m)\right].
\]

To bound \(J\), compare it with \(B_c(x)=x^{-3}e^{-x}/(x+c)\), which also vanishes at infinity. Differentiation gives

\[
\frac{-B_c'(x)}{x^{-4}e^{-x}}=\frac{x+3}{x+c}+\frac{x}{(x+c)^2}.
\]

For \(c=4\) the right side is \(1-4/(x+4)^2<1\); for \(c=3\) it is \(1+x/(x+3)^2>1\). Integrating from \(x\) to infinity yields \(B_4<J<B_3\), or

\[
\frac{x_m+2}{x_m+4}<-\ln\frac{n_t(T_m)}{N_t}<\frac{x_m+2}{x_m+3}<1 .
\]

The remaining fraction thus exceeds \(1/e=0.368\). In the example the bounds are 0.379 and 0.390, and numerical evaluation gives 0.389. Starting the integral at zero is harmless here, because at 100 K the emission rate is about \(10^{-11}\ \mathrm{s^{-1}}\).

**Q.** Would the current be measurable?

**A.** It is in the picoampere range. Take \(N_D=10^{15}\ \mathrm{cm^{-3}}\), \(N_t=2\times10^{13}\ \mathrm{cm^{-3}}\), \(S=0.1\ \mathrm{cm^2}\), relative permittivity 11.7, a zero-bias band bending of 0.7 V and a reverse bias of 5 V. With \(W=(2\varepsilon V/qN_D)^{1/2}\), the widths are 0.951 µm at 0.7 V and 2.715 µm at 5.7 V.

Near the edge the trap stays below the Fermi level and remains filled. At 171 K the Fermi level lies 0.138 eV below the band. The trap crosses it where the bending reaches \(0.450-0.138=0.312\) eV, a distance \(\lambda=0.635\) µm inside the edge.

The diode is cooled at zero bias, which fills traps deeper than \(0.951\ \text{µm}-\lambda\). I use the same \(\lambda\) there, assuming that the occupation freezes near the peak temperature. After biasing, the emitting layer runs from \(x_1=0.317\) to \(x_2=2.080\) µm, and

\[
G=1.763-\frac{2.080^2-0.317^2}{2\times2.715}=0.985\ \text{µm}.
\]

The product \(qSN_tG\) is \(3.16\times10^{-11}\) C. Multiplying by \(0.095\ \mathrm{s^{-1}}\) and 0.389 gives a peak current of 1.17 pA.

**Q.** One peak gives one equation, but \(E\) and \(A\) are both unknown.

**A.** So vary the heating rate. Rearranging the condition gives

\[
\ln\frac{T_m^4}{\beta(E+2kT_m)}=\frac E{kT_m}-\ln(Ak).
\]

This is a straight line in \(1/T_m\). The unknown \(E\) also appears on the left, inside a slowly varying logarithm, so one starts with an estimate, fits the slope and repeats.

Integrating the rate equation for 0.1, 0.2, 0.5, 1 and 2 K/s gives peaks at 163.5, 166.7, 171.1, 174.7 and 178.3 K. The iterated fit to these noise-free peaks, taken at full numerical precision, returns 0.450 eV and the original \(A\).

**Q.** And if I plot \(\ln(T_m^2/\beta)\) instead?

**A.** That plot belongs to a constant prefactor \(s\). Without the \(2/T\) term the condition is \(skT_m^2e^{-E/kT_m}=\beta E\), which makes \(\ln(T_m^2/\beta)\) linear with slope \(E/k\). For a trap with the quadratic factor, begin from

\[
\ln\frac{T_m^4}\beta=\frac E{kT_m}+\ln(E+2kT_m)-\ln(Ak).
\]

Since \(dT/d(1/T)=-T^2\), \(k\) times its slope is

\[
E_4=E-\frac{2(kT_m)^2}{E+2kT_m}.
\]

Subtracting \(2\ln T_m\) from the ordinate adds \(2kT_m\) to this energy:

\[
E_2=E+2kT_m-\frac{2kT_m}{x_m+2}.
\]

The five peaks give \(E_4=0.449\) eV and \(E_2=0.479\) eV. The second is 6% above the true 0.450 eV.

**Q.** Yet a constant prefactor surely puts the peak in almost the same place?

**A.** It does if matched there. Choose \(s=AT_m^2\), so that both models have the same emission rate at 171.1 K. The constant-prefactor peak then lies at 170.8 K. It needs the rate \(\beta x/T\) instead of \(\beta(x+2)/T\), and reaches that smaller value a little earlier. With this matching the quadratic factor hardly shows in the position of one peak; it shows in the energy drawn from several.

**Q.** You forbade recapture, but free electrons spill into the depletion edge.

**A.** They do. Let the free density there be \(N_D\exp[-(W-x)^2/2L_D^2]\), with Debye length \(L_D=(\varepsilon kT/q^2N_D)^{1/2}\) and \(k\) in J/K, and integrate emission and capture at each depth. The peak moves by \(-0.006\) K, and its height changes by about 0.01%. These are changes from the sharp layer used above, which already leaves out the traps that stay filled. Around \(x_2\) the free density changes by a factor \(e\) over \(L_D^2/\lambda=0.015\) µm, so the transition is narrow beside the 1.763 µm layer.

With the limits of the emitting layer held fixed, letting \(W\) respond to the emptying traps shifts the peak by \(-0.009\) K. The free-electron tail also moves with \(W\) and refills some traps near \(x_2\), which brings this shift to about \(-0.03\) K. These small numbers belong to this diode. In a neutral photoconductor, recapture throughout the volume adds a gain term to the rate equation, and the derivation fails if that term matters. Even without recapture, the product of mobility and lifetime must be constant. If it varies as \(T^{-r}\), the derivative contains \((2-r)/T\), and \(E+2kT_m\) becomes \(E+(2-r)kT_m\).

**Q.** What about the electric field?

**A.** Its largest value is \(qN_DW/\varepsilon=0.042\) MV/cm. An electron thermally raised to an energy \(\Delta\) below the band edge can tunnel the rest of the way. Relative to full thermal emission, the semiclassical exponent for a triangular barrier and mass \(m\) is

\[
\frac{\Delta}{kT}-\frac{4\sqrt{2m}\,\Delta^{3/2}}{3\hbar qF}.
\]

It is largest at \(\sqrt\Delta=\hbar qF/(2\sqrt{2m}\,kT)\), where the second term is two thirds of the first. What remains is \(\Delta/3kT=\hbar^2q^2F^2/[24m(kT)^3]\), in SI units. With the light mass of 0.19, this exponent raises the rate by about 10% at the largest field. Applied to the whole layer, it moves the peak by \(-0.5\) K. This is the effect of the largest exponent alone, not a bound. Integrating the same semiclassical factor over \(\Delta/kT\) at this field, and adding full thermal emission, raises the rate about 2.5-fold and moves the peak by about \(-5\) K if applied to the whole layer, but the exponent is too small for that treatment to be reliable. Lattice coupling is also left out, so the size of the tunnelling shift is not settled here.

An acceptor becomes neutral on emission, so there is no Coulomb barrier to lower. A donor-like centre leaves a positive charge. The potential energy \(-q^2/4\pi\varepsilon r-qFr\) then has its maximum lowered by \(\sqrt{q^3F/\pi\varepsilon}\). At the largest field this is 0.045 eV, which would move the peak by \(-16\) K if it applied to the whole layer. The field inside the layer is lower. Using its local value at each depth of the same layer gives a shift of about \(-13\) K. Both figures take the full lowering, which holds only along the field. Averaging the emission over directions, with a lowering proportional to \(\sqrt{\cos\theta}\) in the forward half and none in the backward half, reduces them to about \(-9\) K and \(-6.5\) K. For such a centre the constant-\(E\) result would not serve at this bias.

**Q.** Does the heating itself drive a current?

**A.** Yes. For a fixed metal barrier, the band bending falls as \(E_c-E_F=kT\ln(N_c/N_D)\) grows, by about 0.94 mV/K here. With a capacitance of 382 pF and 0.5 K/s, the current is \(-0.18\) pA, opposite to the trap signal and 15% of its peak. It varies slowly: added to an unchanged trap signal, it shifts the maximum by just \(-0.003\) K. The falling band bending also moves the layer edge slightly, and the total shift is then about \(-0.01\) K. The height, however, must be corrected for this current, and \(-0.18\) pA is only its order of size: it assumes an abrupt depletion edge and a constant permittivity. The free-electron tail replaces \(V\) by \(V-kT/q\) in the depletion charge and gives \(-0.20\) pA. A permittivity rising by \(5\times10^{-5}\) to \(10^{-4}\) of its value per kelvin then brings it to between \(-0.14\) and \(-0.09\) pA.

**Q.** How far would you trust 171 K for a real diode?

**A.** To several kelvin at best, given the rough trap parameters and the unsettled tunnelling shift. An error of 0.01 eV in \(E\) moves the peak by about 3.5 K. Doubling \(\sigma\) at fixed \(E\) moves it by \(-3.4\) K, and a tenfold error in \(\sigma\) by more than 10 K. Averaging the speed over the anisotropic valleys raises it by 10% and moves the peak by \(-0.5\) K. Hole emission at \(T_m\), estimated with the same prefactor and a gap of 1.12 eV, is \(3\times10^{-7}\) of electron emission. The ratio \(N_D/N_c\) is \(8\times10^{-5}\), so the band is non-degenerate.

A trap density of 2% of the doping suggests deliberately irradiated material. There the one-trap assumption is the weak point, because the divacancy has a level of similar depth and its signal can overlap this one. The resulting shift depends on the two concentrations and is not calculated here. Leakage through other paths is also left out; it adds to the picoampere signal and can move the maximum if it rises steeply.
